# Why thinner silicon films reach their conductivity maximum at higher temperature

## The situation

A silicon film beneath a transistor carries heat sideways, along its plane. If the film is cooled far below room temperature, its conductivity first rises, passes through a maximum and then falls. A thinner film has a lower maximum, at a higher temperature. The walls seem unable to explain the second fact. They limit a phonon's free path to a length set by the thickness, and a length that hardly depends on temperature appears to favour no temperature.

The maximum is a balance. Heating awakens more phonons, which raises the conductivity, and it makes phonons scatter one another more often, which lowers it. Wall scattering dilutes the second effect: when most collisions occur at the walls, extra collisions inside the crystal matter little. A thin film must therefore become hotter before internal scattering can cancel the gain from newly awakened phonons.

For the silicon model below, the maximum lies near 91 K at a thickness of 1000 nm, 146 K at 100 nm and 210 K at 20 nm. The four variants of the model listed below move these values by up to about 50 K, each taken alone, but keep their order. Film-geometry walls and flattening dispersion together give 71, 101 and 128 K, a shift of about 80 K at 20 nm. All of this presumes walls that scatter mostly diffusely.

## The argument with one free path

Suppose first that all phonons share the speed $v$ and the free path $\ell$. Kinetic theory gives

$$k=\frac{C_v(T)\,v\,\ell}{3},\qquad \frac1\ell=b+s(T),\qquad b=\frac1{L_B}.$$

Here $C_v$ is the heat capacity per volume, $L_B$ the wall-limited path and $s$ the internal scattering rate per unit length. The rates add because the collisions are taken as independent. Both $C_v$ and $s$ rise with temperature, and neither depends on thickness.

Compare two temperatures $T_2>T_1$, with subscripts marking the values there:

$$\frac{k(T_2)}{k(T_1)}=\frac{C_2}{C_1}\,\frac{b+s_1}{b+s_2}.$$

Thinning raises $b$. By the quotient rule,

$$\frac{d}{db}\,\frac{b+s_1}{b+s_2}=\frac{(b+s_2)-(b+s_1)}{(b+s_2)^2}=\frac{s_2-s_1}{(b+s_2)^2}>0 .$$

Thinning thus favours the hotter of any two temperatures. Let $T_2$ be the peak temperature of the thick film. Its conductivity there is at least as large as at any lower $T_1$, and after thinning the ratio is larger still. No lower temperature can become the new maximum. This holds for any rising $C_v$ and $s$, but it relies on the common path.

If wall scattering acted alone, $k$ would follow $C_v$ upward and have no maximum at all. The constant wall path does not select the peak temperature; it sets how long the conductivity can follow the heat capacity.

## The spectrum of phonons

Real phonons differ in path. Take three equal acoustic branches with $\omega=vq$, up to the wave vector $q_D$ that gives one state per branch and primitive cell. Silicon has four primitive cells in a cube of edge $a$, so $q_D^3/(6\pi^2)=4/a^3$. Each branch has $q^2dq/(2\pi^2)$ states per volume and contributes with the kinetic factor $1/3$. The three branches cancel this factor:

$$k=\int_0^{q_D}\frac{q^2}{2\pi^2}\,c\,v\,\ell\,dq,\qquad c=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2,\qquad x=\frac{\hbar\omega}{k_BT}.$$

The mode heat capacity $c$ is the temperature derivative of $\hbar\omega/(e^x-1)$. The path obeys

$$\frac1\ell=\frac1{L_B}+\frac{A\omega^4}{v}+\frac{\Gamma}{v},\qquad \Gamma=B\omega^2T e^{-C/T}.$$

The second term describes scattering by isotopes and does not depend on temperature. The third describes anharmonic scattering; its exponential expresses the scarcity of partners energetic enough to destroy the heat current. These two rate laws are model inputs.

### Gain and loss on heating

From $\ln c=2\ln x-2\ln\sinh(x/2)+\text{const}$ follows $d\ln c/d\ln x=2-x\coth(x/2)$. Since $x\propto1/T$, the sign reverses for the temperature derivative:

$$g\equiv\frac{d\ln c}{d\ln T}=x\coth\frac x2-2 .$$

A phonon with $x\ll1$ has $g\approx x^2/6$ and is already fully awake. One with $x\gg1$ has $g\approx x-2$ and gains strongly on heating.

For the path, $\ln\Gamma=\ln T-C/T+\text{const}$ gives $d\ln\Gamma/d\ln T=1+C/T\equiv m$. Only $\Gamma$ changes with temperature in $1/\ell$, hence

$$\frac{d\ln\ell}{d\ln T}=-\ell\,\frac{d(1/\ell)}{d\ln T}=-\ell\,\frac{\Gamma}{v}\,m=-u\,m,\qquad u=\frac{\ell\,\Gamma}{v}.$$

The number $u$ is the anharmonic share of a mode's scattering. Let $\langle\cdot\rangle$ be the average over modes weighted by their contribution to $k$. Differentiating the integral and dividing by $k$ gives

$$\frac{d\ln k}{d\ln T}=\langle g\rangle-\langle u\,m\rangle .$$

At the maximum, gain equals loss. Thickness enters the loss through $u$: a shorter $L_B$ lowers $u$ for every mode.

### The two ends of the curve

In the cold limit, wall scattering dominates and $\ell=L_B$. Substituting $q=k_BTx/(\hbar v)$ and letting the upper limit go to infinity gives

$$k=\frac{k_B\,vL_B}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx=\frac{2\pi^2}{15}\,k_B\,vL_B\left(\frac{k_BT}{\hbar v}\right)^3,$$

because the integral equals $4\pi^4/15$. The conductivity then grows as $T^3$ and is proportional to thickness. Both statements assume a constant $L_B\propto d$; with the film geometry treated below, the two exponents for 100 nm at 10 K are 2.64 and 0.91.

In the hot limit $g$ tends to zero. If anharmonic scattering also dominates, $u$ tends to one and the logarithmic slope tends to $-(1+C/T)$, whatever the thickness. The maximum joins these two regimes, and thinning extends the first at the expense of the second.

## How large the shift is

The example uses $v=6000$ m/s, $B=2.4\times10^{-19}$ s/K and $C=140$ K, rough typical values for silicon. With $a=0.5431$ nm, $q_D=11.39$ nm$^{-1}$, and the highest frequency corresponds to $\hbar vq_D/k_B=522$ K. The isotope constant follows from the point-defect law $A=(a^3/8)\gamma/(4\pi v^3)$. A rough mass variance $\gamma=2.0\times10^{-4}$ gives $A=1.475\times10^{-45}$ s$^3$. The wall path is set to $L_B=2.5d$, a choice examined below.

A single mode shows the competition. At half the highest frequency, $\omega=3.42\times10^{13}$ s$^{-1}$. In the 100 nm film its wall rate is $v/L_B=6000/(250\times10^{-9})=2.4\times10^{10}$ s$^{-1}$. Its anharmonic rate is about $5.5\times10^9$ s$^{-1}$ at 91 K and $5.3\times10^{10}$ s$^{-1}$ at 300 K. Wall scattering leads at the lower temperature, anharmonic scattering at the higher. In the 1000 nm film the wall rate is ten times smaller, so this mode is already ruled by anharmonic scattering at 91 K.

Gauss–Legendre integration over $q$ and a numerical search for the maximum give the following, with conductivities in W/(m K):

| $d$ | $T^*$ (K) | $k(T^*)$ | $k$(300 K) | $k$(400 K) |
|---|---:|---:|---:|---:|
| 1 mm | 26 | 4951 | 155 | 109 |
| 1000 nm | 91 | 315 | 129 | 94 |
| 100 nm | 146 | 121 | 87 | 69 |
| 20 nm | 210 | 48 | 45 | 40 |

The balance becomes visible when all three films are held at 90.9 K, the peak temperature of the thickest:

- At 1000 nm, gain and loss are both 1.146.
- At 100 nm, the gain is 1.592 and the loss 0.471.
- At 20 nm, the gain is 1.800 and the loss 0.160.

The loss collapses because wall scattering lowers the anharmonic share. The gain also rises, although no mode's heat capacity has changed. Wall scattering shortens the long paths of low-frequency phonons most, so more of the remaining heat is carried by higher-frequency phonons, which are still awakening. Both changes leave the thinner films on the rising side of their curves.

## When a spectrum shifts upward

The proof for one common path does not cover a spectrum, because thinning also changes which phonons carry the heat. A general criterion uses the size sensitivity

$$S=\frac{\partial\ln k}{\partial\ln d}.$$

A film with $S=0.5$ loses about 0.5% of its conductivity when made 1% thinner. Since $L_B\propto d$, differentiating $1/\ell$ gives $\partial\ln\ell/\partial\ln d=\ell/L_B\equiv s_q$. Therefore $S=\langle s_q\rangle$, the average wall share of the scattering.

The peak temperature satisfies $\partial\ln k/\partial\ln T=0$ at every thickness. Moving along this condition gives

$$\frac{\partial^2\ln k}{\partial(\ln T)^2}\,d\ln T^*+\frac{\partial^2\ln k}{\partial\ln T\,\partial\ln d}\,d\ln d=0 .$$

The mixed derivative is $\partial S/\partial\ln T$, so

$$\frac{d\ln T^*}{d\ln d}=-\frac{\partial S/\partial\ln T}{\partial^2\ln k/\partial(\ln T)^2}.$$

At an ordinary smooth maximum the denominator is negative. The peak then moves up on thinning if, and only if, the film becomes less sensitive to its thickness on heating.

To see what controls this, write $S$ as a weighted mean of $s_q$. Each $s_q$ changes at the rate $-s_qum$, as $\ell$ does. Each weight is proportional to $c\,\ell$, so its logarithm changes at the rate $g-um$, less the average of that rate. With $\mathrm{cov}(a,b)=\langle ab\rangle-\langle a\rangle\langle b\rangle$,

$$\frac{\partial S}{\partial\ln T}=-\langle s_q u m\rangle+\mathrm{cov}(s_q,g)-\mathrm{cov}(s_q,um).$$

For the 100 nm film at its peak, $S=0.49$ and the three terms are $-0.339$, $-0.092$ and $+0.051$. The first is the shortening of each internal path. The second is the awakening of high-frequency phonons, for which wall scattering matters less. The third opposes the shift: anharmonic scattering suppresses those same phonons and returns weight to the wall-limited ones. The sum is $-0.380$. With a curvature of $-1.833$,

$$\frac{d\ln T^*}{d\ln d}=-\frac{-0.380}{-1.833}=-0.207 .$$

Locating the maxima anew for slightly thicker and thinner films also gives $-0.207$. Near 100 nm, halving the thickness therefore raises the peak temperature by a factor of about $2^{0.207}=1.15$. This exponent belongs to the model near that thickness and is not a universal power law.

The criterion follows one smooth maximum. A curve with two maxima can behave differently, because its highest point can jump from one to the other. Consider an artificial system with two groups of carriers whose heat capacities have the form of $c$ above, with $\hbar\omega/k_B$ equal to 50 K and 400 K and weights 10 and 1. Let their internal rates be $0.1(T/20\,\mathrm K)^2$ and $0.001(T/100\,\mathrm K)^2$ in a common unit. The late group has the long paths. The curve has two local maxima. Raising the wall rate from 0.001 to 0.1 moves both upward, from 13 to 20 K and from 134 to 306 K, as the criterion requires. It also removes the late group's advantage, so the cold maximum becomes the higher one between rates 0.003 and 0.01, and the overall maximum drops from 134 K to 20 K. In the silicon model the long paths belong mainly to low-frequency phonons, which awaken early.

## How constant the wall path is

In a film with diffuse walls, a phonon flying almost parallel to the plane can travel much farther than the thickness. Let $\Lambda$ be its internal path, $\mu$ the cosine of its angle to the film normal and $z$ its distance from the wall it left. Its earlier flight could not extend beyond that wall, which reduces its mean path to $\Lambda(1-e^{-z/(\Lambda\mu)})$. The weight for heat flow along one in-plane direction, averaged around the normal, is $\tfrac32(1-\mu^2)$ on $0<\mu<1$; it integrates to one. Averaging over $z$ gives the Fuchs–Sondheimer factor

$$F=\frac{\ell}{\Lambda}=1-\frac{3}{2\delta}\int_0^1(\mu-\mu^3)\left(1-e^{-\delta/\mu}\right)d\mu,\qquad\delta=\frac d\Lambda .$$

For $\delta\gg1$ the exponential is negligible and the integral is $1/4$, so $F\approx1-3/(8\delta)$. Then $1/\ell-1/\Lambda\approx3/(8d)$, a wall path of $8d/3$. For $\delta\ll1$, the average over $z$ of the bracketed reduction is about $\delta/(2\mu)$ when $\mu\gg\delta$. To leading logarithm,

$$F\approx\frac32\int_\delta^1\frac{\delta}{2\mu}\,d\mu=\frac34\,\delta\ln\frac1\delta,\qquad \ell\approx\frac34\,d\,\ln\frac{\Lambda}{d}.$$

Once $\Lambda$ exceeds the thickness, the wall path therefore grows slowly as the crystal cools and $\Lambda$ lengthens. Between the two limits it passes through a shallow minimum of about $2.2d$ near $\delta\approx1$. For the 100 nm film, the constant $L_B$ that reproduces the Fuchs–Sondheimer conductivity is $5.05d$ at 30 K, $2.61d$ at 100 K and $2.31d$ at 300 K. The supposedly constant wall path thus changes by a factor of 2.2 over this range. Over the same range the acoustic heat capacity grows 58-fold, and the anharmonic rate at fixed frequency grows by $10\,e^{140(1/30-1/300)}=667$. The choice $2.5d$ is reasonable near the film's peak and too short in the deep cold.

## What the simple model leaves out

Each of the following changes was made alone, with the other settings held fixed. Peak temperatures are listed for 1000, 100 and 20 nm.

- Fuchs–Sondheimer walls give 90, 141 and 186 K. The longer wall path in the cold raises that side of the curve and lowers the peak temperature.
- Partly specular walls with 0.3 nm rms roughness give 84, 145 and 209 K.
- Flattening dispersion, $\omega=(2vq_D/\pi)\sin(\pi q/2q_D)$, gives 75, 114 and 160 K. With $B$ unchanged this also lowers the slab's 300 K conductivity from 155 to 94. Reducing $B$ by a factor 0.60 restores the bulk value and gives 84, 128 and 182 K. This variant keeps the isotope law $A\omega^4$ of the linear branch; taking the isotope rate from the density of states of the flattened branch, with $B$ refitted by a factor 0.58, gives 87, 138 and 196 K.
- An anharmonic rate without the exponential, matched at 300 K, gives 125, 178 and 244 K. This is an extreme test rather than a description of silicon: its slab peaks at 52 K with only about 300 W/(m K).

For the specular case, a reflection at normal incidence has an rms phase error $2\eta q$, where $\eta$ is the roughness. The mirror-like fraction is then $p=e^{-4\eta^2q^2}$. Traced back from a random point, the flight since the last diffuse reflection contains half a crossing plus, on average, $p/(1-p)$ full crossings. Relative to half a crossing, the wall path grows by $1+2p/(1-p)=(1+p)/(1-p)$. This count ignores internal scattering and is generous: for $p=0.5$ it gives 3, whereas the film integral with constant $p$ gives $1/(1-p)=2$ at $\delta\gg1$ and 2.5 at $\delta=0.001$. For a phonon with $\hbar\omega=4k_BT$ this factor is 2.00 at 20 K and 1.00 at 100 K. A smooth wall at low temperature therefore breaks the premise of a constant path. With $p$ taken at normal incidence, the peaks of the thinner films hardly notice it. Oblique phonons, which carry the in-plane heat, see the smaller phase error $2\eta q\mu$. Using $p=e^{-4\eta^2q^2\mu^2}$ in the film integral raises $k$(300 K) from 85 to 113 at 100 nm and from 44 to 73 at 20 nm, and a film of unlimited lateral extent then has no maximum between 10 and 500 K. The cold side is carried by nearly specular low-frequency modes: at 15 K, 78% of the 20 nm film's conductivity belongs to wavelengths above the thickness, where the bulk-wave picture fails. Limiting the path to a finite sample length restores a maximum, near 25 K for 1 cm, 49 K for 0.1 mm and 80 to 90 K for 10 µm, set more by that length than by the thickness. The peak temperatures above and their order are therefore not established for walls that reflect in this way, even at 0.3 nm roughness.

The shortest wavelength in the model is $2\pi/q_D=0.55$ nm. The number of modes up to $q$ grows as $q^3$, so only about $(0.55/2)^3\approx2\%$ of the modes have wavelengths above 2 nm. Treating most phonons in a 20 nm film as bulk waves is therefore reasonable at the peak. Optical phonons are a larger omission. Three branches at a rough 60 meV would hold 0.57 times the acoustic heat capacity at the 20 nm peak. Their contribution to heat flow also depends on their speed and path, which were not modelled. Drift caused by momentum-conserving collisions, differences between branches and dopant scattering are absent too.

Beside real silicon, the bulk values are sensible: roughly 150 W/(m K) at room temperature, and a maximum of several thousand near 25 K. In between the match is poorer: at 100 K the slab gives 652 against a measured value of roughly 880. Measured room-temperature values for films are lower than the model's, roughly 60 W/(m K) at 100 nm and 20 at 20 nm, against 87 and 45 here. A likely cause is that real silicon carries more of its heat by long-path phonons than this single-speed model does. At room temperature the model therefore overestimates the conductivity of these two films by factors of about 1.5 and 2.3. The dispersion variant with $B$ refitted to the bulk value gives 54 and 22, close to the measured values. Among the four variants listed, dispersion and the anharmonic law matter most, moving the peaks by 16 to 50 K; for dispersion the shift shrinks to 7 to 28 K once $B$ is refitted, and to 4 to 14 K if the isotope rate also follows the density of states.

## What to do about it

**Do not scale the bulk curve by one factor.** In the model, the 20 nm film has $45.1/154.8=0.29$ of the thick slab's conductivity at 300 K, but $39.6/108.5=0.36$ at 400 K. Carrying the first ratio to 400 K would predict 32 W/(m K) instead of 40, an error of 20% relative to the model's own value.

**Use a temperature slope that belongs to the thickness.** At 350 K, $d\ln k/d\ln T$ is $-1.23$ for the slab, $-1.10$ at 1000 nm, $-0.83$ at 100 nm and $-0.46$ at 20 nm. With anharmonic scattering alone and all phonons fully awake ($g=0$), it would be $-(1+140/350)=-1.40$. These slopes belong to the base model: over the variants the 20 nm value lies between $-0.26$ and $-0.49$, and real bulk silicon falls more steeply than the model slab, at roughly $-1.4$. In every variant a thin film conducts less, but it loses a smaller fraction of its conductivity as the chip warms.

**Recheck the sign of the slope for cryogenic circuits.** At 77 K the thick slab is above its maximum, while the 100 and 20 nm films are below theirs in each of the four variants listed. Their conductivity then rises as they warm, provided the walls scatter mostly diffusely. The 1000 nm film is too close to call, since its computed peak ranges from 75 to 125 K.

**Treat a fin as a film on edge only when it is much taller than it is wide** and heat flows along its length. Otherwise the top and bottom add wall scattering. For a 20 nm wide bar with four diffuse walls, the model's peak lies at 262, 228 and 205 K for height-to-width ratios 1, 3 and 10, against 186 K for the film, and $k$(300 K) is 26, 35 and 40 against 44. A fin whose base merges with the substrate has no lower wall and is not covered by these numbers. By the common-path argument this pushes the maximum higher still; for a full spectrum, the sensitivity criterion must be applied to the actual cross-section.
